# Box radius and knot spacing in B-spline photoionization cross sections

Light with more than the ionization energy lifts an atomic electron into a continuum, where every energy is allowed. A calculation in a finite box returns separate levels with square-integrable wave functions. Their squared dipole integrals shrink as the box grows, although the cross section must not. The missing factor is the density of levels. This guide derives it and shows how to choose the box radius $R$, the knot spacing $h$, the spline degree $p$ and the rule that estimates the density.

The setting is one electron in one open channel. The example is hydrogen, 1s to $p$ waves, nonrelativistic, with an infinitely heavy nucleus and the electric dipole approximation. Atomic units are used in the equations.

## What the program solves

The reduced radial function $u(r)$ obeys

$$-\tfrac12u''+Vu=Eu,\qquad V=-\frac1r+\frac{l(l+1)}{2r^2},\qquad u(0)=u(R)=0.$$

It is expanded in B-splines: piecewise polynomials of degree $p$ with $p-1$ continuous derivatives at interior knots. The two splines that are nonzero at the walls are dropped. Projection gives $Hc=ESc$, with $S$ the overlap matrix, and states normalized by $\int_0^Ru_n^2dr=1$.

## The cross section and its normalization

For a field $\mathcal E\cos\omega t$ along $z$, the absorbing part of the coupling is $\frac12\mathcal E z e^{-i\omega t}$. With final states normalized to $\delta(E-E')$, the golden rule gives the rate $2\pi\frac{\mathcal E^2}{4}|\langle E|z|i\rangle|^2$. The photon flux is $c\mathcal E^2/(8\pi\omega)$. Their ratio, with $\alpha=1/c$, is $4\pi^2\alpha\omega|\langle E|z|i\rangle|^2$. From an $s$ state, $z=r\cos\theta$ reaches the $m=0$ $p$ wave with squared angular factor $1/3$. Restoring the bohr radius $a_0$,

$$\sigma=K\,\omega\left|\int u_E\,r\,u_{1s}\,dr\right|^2,\qquad K=\frac{4\pi^2\alpha a_0^2}{3},\qquad \omega=E-E_{1s}.$$

What does energy normalization require? For two energies, multiply each radial equation by the other solution, subtract and integrate:

$$\int_0^R u_1u_2dr=\frac{u_1u_2'-u_2u_1'}{2(E_1-E_2)}\bigg|_R .$$

Insert $u_i\to\sqrt{2/\pi k_i}\,\sin\theta_i$, where $k=\sqrt{2E}$ and $\theta_i'\to k_i$. The product formulas for sines and cosines turn the right side into

$$\frac{1}{\pi\sqrt{k_1k_2}}\left[\frac{\sin(\theta_1-\theta_2)}{k_1-k_2}-\frac{\sin(\theta_1+\theta_2)}{k_1+k_2}\right].$$

The second term oscillates away under an energy integral. In the first, $\theta_1-\theta_2$ is $k_1-k_2$ times a factor that grows like $R$, so the bracket tends to $\pi\delta(k_1-k_2)$. The result is $\delta(k_1-k_2)/k=\delta(E_1-E_2)$. The asymptotic amplitude $\sqrt{2/\pi k}$ is therefore the right one.

## Why the density of levels appears

Let a dot mean $\partial/\partial E$ at fixed $r$. Differentiating the radial equation gives $-\frac12\dot u''+(V-E)\dot u=u$. Multiply this by $u$ and subtract $\dot u$ times the original equation:

$$u^2=-\tfrac12(u\dot u''-\dot uu'').$$

The bracket is the derivative of $u\dot u'-\dot uu'$, which vanishes at the origin for regular solutions. If also $u(R)=0$,

$$\int_0^Ru^2dr=\tfrac12u'(R)\dot u(R).\tag{1}$$

Now take the regular solution $f\to k^{-1/2}\sin\theta$ and its partner $g\to k^{-1/2}\cos\theta$. Since both solve the same equation, $f'g-fg'$ is constant, and its value at large $r$ is 1. Define $A^2=f^2+g^2$ and $\tan\varphi=f/g$, with $\varphi(0)=0$. Then $\varphi'=(f'g-fg')/A^2=1/A^2$, and the energy-normalized function is $u_E=\sqrt{2/\pi}\,A\sin\varphi$.

A box level occurs when $\varphi(R,E)=n\pi$. There $\sin\varphi=0$, so

$$u_E'=\sqrt{\tfrac2\pi}\,\frac{\cos\varphi}{A},\qquad \dot u_E=\sqrt{\tfrac2\pi}\,A\dot\varphi\cos\varphi .$$

With $\cos^2\varphi=1$, equation (1) becomes

$$\int_0^Ru_E^2dr=\frac1\pi\frac{\partial\varphi(R,E)}{\partial E}=\frac{dn}{dE}\equiv\rho .$$

Here $n(E)=\varphi/\pi$ is continued smoothly between integers. Inside the box $u_E=\sqrt\rho\,u_n$ up to sign, hence

$$\boxed{\sigma(E_n)=K\,\omega_n D_n^2\,\rho(E_n)},\qquad D_n=\int_0^Ru_n\,r\,u_{1s}\,dr.\tag{2}$$

No large-$R$ approximation was made for the final state. A hard wall selects energies, but at those energies it leaves the inner wave unchanged except for its norm. Box errors come from the estimate of $\rho$ and from the initial state.

The angular factor can be checked with oscillator strengths $f_n=2\omega_n|\langle n|z|i\rangle|^2=\frac23\omega_nD_n^2$. Since $\sum_n\omega_n|\langle n|z|i\rangle|^2=\frac12\langle[z,[H,z]]\rangle=\frac12$, they must sum to 1, as they do to the printed digits.

## Density from neighbouring eigenvalues

Treat $E(n)$ as a smooth function at fixed $R$, with primes on $E$ meaning $d/dn$. Two simple estimates of $\rho=1/E'$ are

$$\rho_f=\frac1{E_{n+1}-E_n},\qquad \rho_c=\frac2{E_{n+1}-E_{n-1}} .$$

Taylor expansion gives $E_{n+1}-E_n=E'+\frac12E''+\dots$ and $\frac12(E_{n+1}-E_{n-1})=E'+\frac16E'''+\dots$. The leading relative errors are thus $-E''/2E'$ and $-E'''/6E'$.

To see their size, put $L=\partial\varphi/\partial k$ at fixed $R$, and let subscripts $k$ denote further derivatives. Because $dE=k\,dk$ and $dn=L\,dk/\pi$,

$$E'=\frac{\pi k}{L},\qquad E''=\frac{\pi}{L}\frac{d}{dk}\frac{\pi k}{L}=\pi^2\left(\frac1{L^2}-\frac{kL_k}{L^3}\right),$$

$$E'''=\frac{\pi^3}{L}\left(-\frac{3L_k+kL_{kk}}{L^3}+\frac{3kL_k^2}{L^4}\right).$$

Consequently, to leading order,

$$\frac{\rho_f}{\rho}-1\simeq-\frac{\pi}{2kL}\left(1-\frac{kL_k}{L}\right),\tag{3}$$

$$\frac{\rho_c}{\rho}-1\simeq\frac{\pi^2}{6k}\left(\frac{3L_k+kL_{kk}}{L^3}-\frac{3kL_k^2}{L^4}\right).\tag{4}$$

For a free $s$ wave, $L=R$ and $E\propto n^2$: the central rule is exact, while the forward rule still errs.

For a Coulomb tail the local wave number is $\sqrt{k^2+2/r}\simeq k+1/(kr)$, so

$$\varphi=kR+\frac{\ln R}{k}+\beta(k)+O(1/R).$$

The logarithms contribute $2\ln R/k^3$ to $L_k$ and $-6\ln R/k^4$ to $L_{kk}$. They cancel in $3L_k+kL_{kk}$. At fixed energy the forward error tends to $-\pi/(2kR)$ for large $R$, with relative corrections of order $\ln R/R$. The central error has a term of order $R^{-3}$ and a negative term of order $\ln^2R/R^4$, which can still matter in practical boxes.

### The phase used to check these formulas

The regular Coulomb solution is proportional to $r^{l+1}e^{-ikr}M(a,2l+2,2ikr)$, with $a=l+1+i/k$ and $M$ Kummer's function. The outgoing part of its standard large-argument form is proportional to $r^{l+1}e^{ikr}(2ikr)^{a-2l-2}/\Gamma(a)$, whose modulus is constant; the incoming part is its conjugate. Adding them gives a sine with phase

$$\theta=kr+\frac{\ln(2kr)}k-\frac{l\pi}{2}+\arg\Gamma(l+1-i/k).$$

This fixes $\beta$. At finite radius write the outgoing wave as $e^{i\theta}\sum_mc_mr^{-m}$, $c_0=1$. Substitution in the radial equation and comparison of powers give

$$c_{m+1}=\frac{m(m+1)-2im/k-l(l+1)-1/k^2-i/k}{2ik(m+1)}\,c_m .$$

Then $\varphi=\theta+\arg\sum_mc_mR^{-m}$. The series is asymptotic: it is cut while its terms are small, which requires large $kR$. The numerical check confirms that $\varphi/\pi$ equals the level number for the levels near 0.25 hartree.

## A worked level

Take $R=40$ bohr, $h=0.5$ bohr and $p=7$. The level nearest 0.25 hartree is $n=10$, at $E_n=0.24365355$ hartree. Its neighbours give

$$\rho_c=\frac{2}{0.30933212-0.18437143}=16.0050\ \text{hartree}^{-1}.$$

With $|D_n|=0.258673$ bohr, $\omega_n=0.743654$ hartree (20.24 eV) and $K=2.689095$ Mb in these units,

$$\sigma=2.689095\times0.743654\times0.258673^2\times16.0050=2.1416\ \text{Mb}.$$

Direct quadrature with an energy-normalized Coulomb function gives 2.1413 Mb. The relative difference, $1.3\times10^{-4}$, agrees with (4). It comes from the density: with $k=\sqrt{2E_n}=0.69807$ and $L=35.0954$ bohr, the phase gives $\rho=L/(\pi k)=16.0029$ hartree$^{-1}$, and the cross section then agrees with the reference to better than $10^{-11}$. The reference is for the same idealized atom; it omits relativity, nuclear motion and higher multipoles.

The forward rule gives $\rho_f=1/(0.30933212-0.24365355)=15.226$ hartree$^{-1}$, and a cross section 4.9% too low. No refinement of the knots would cure this.

## Choosing the box radius

For levels near 0.25 hartree the relative errors of $\sigma$, measured against the Coulomb-function quadrature at the same energy, are as follows; the last column is the density error predicted by (4):

| $R$ (bohr) | forward | central | central, from (4) |
|---:|---:|---:|---:|
| 40 | $-4.9\%$ | $1.32\times10^{-4}$ | $1.31\times10^{-4}$ |
| 80 | $-2.6\%$ | $2.41\times10^{-5}$ | $2.41\times10^{-5}$ |
| 160 | $-1.3\%$ | $3.34\times10^{-6}$ | $3.34\times10^{-6}$ |

The central error falls by 5.5 and then 7.2 per doubling, not yet by 8. The negative term in (4) weighs more in smaller boxes and acts in this direction, but the levels compared also differ slightly in energy. An extrapolation that assumes a pure $R^{-3}$ law is unsafe here.

**Near threshold.** The expansion $L\simeq R$ needs $\ln R/k^2\ll R$, which fails at small $k$. A semiclassical estimate shows what replaces it. Neglect the centrifugal term and put $r=Rx$, $E=e/R$:

$$\varphi\simeq\int_0^R\sqrt{2E+\frac2r}\,dr=\sqrt{2R}\int_0^1\sqrt{e+\frac1x}\,dx .$$

One level step changes the last integral by $\pi/\sqrt{2R}$. The central error is quadratic in this step, so at fixed $e=ER$ it falls as $1/R$. For the lowest positive level the measured errors are $3.6\times10^{-3}$, $3.2\times10^{-3}$ and $1.3\times10^{-3}$ at 40, 80 and 160 bohr. The first and last have similar $ER$, 0.52 and 0.46, and differ by a factor 2.9. That is much nearer to the estimated 4 than to the 64 of a cubic law, though it does not establish the estimate.

**The initial state.** The box must also hold the bound orbital. At the free 1s energy write $\dot u=uw$. The differentiated radial equation becomes $(u^2w')'=-2u^2$, so outside the atom $w'\simeq-2/u^2$ for normalized $u$. The wall requires $u+\delta E\,\dot u=0$, or $\delta E=-1/w(R)$. With $u=2re^{-r}$, integration by parts gives

$$\int^R\frac{dr}{u^2}\simeq\frac{e^{2R}}{8R^2}\left(1+\frac1R\right),\qquad \delta E\simeq4R^2e^{-2R}\left(1-\frac1R\right).$$

At $R=10$ bohr this predicts $7.42\times10^{-7}$ hartree; the computed shift is $7.37\times10^{-7}$. The energy is not the most sensitive quantity. The wall changes the orbital near $R$ by about $-u(R)=-2Re^{-R}$, and it also removes the part of the dipole integral beyond $R$. Both effects are first order in $u(R)$. They have opposite signs and cancel in their leading power of $R$, but the remainder still scales as $e^{-R}$ rather than $e^{-2R}$: at $E=0.5$ hartree and $R$ between 8 and 20 bohr the relative dipole error is about $2.6\,Re^{-R}$ in size. At $R=40$ bohr and beyond, both effects are negligible. A diffuse initial orbital needs its own check.

**Energy sampling.** Equation (2) gives $\sigma$ at box levels, spaced by about $\pi k/L$. To fill the gaps, repeat the calculation with slightly different radii. Since $\partial\varphi/\partial R\simeq k$, increasing $R$ by about $\pi/k$ brings the next level down to the present energy; fractions of that change sample between levels.

## Choosing the knot spacing and degree

Far from the walls, consider the spline wave $\sum_je^{ikjh}B(r-jh)$. It contains the wave numbers $q_m=k+2\pi m/h$, for all integers $m$. A B-spline is a box function convolved with itself to give $p+1$ factors, so its Fourier amplitude is proportional to $[\sin(qh/2)/q]^{p+1}$. The value of $\sin^2(q_mh/2)$ is the same for every $m$. The weights are thus $q_m^{-2p-2}$, and the mean kinetic energy is

$$E_h=\frac12\frac{\sum_mq_m^{-2p}}{\sum_mq_m^{-2p-2}} .$$

Separate $m=0$. For small $kh$ the other terms have $q_m\simeq2\pi m/h$; those in the denominator are smaller by a further factor of order $(kh)^2$. Hence

$$\frac{E_h}{E}-1\simeq C_p(kh)^{2p},\qquad C_p=\frac{2\zeta(2p)}{(2\pi)^{2p}},\tag{5}$$

where $\zeta$ is the Riemann zeta function. At $kh=\pi$ the waves $k$ and $k-2\pi/h$ have equal weight, and the grid cannot tell them apart. Useful states need $kh$ well below $\pi$.

For a free wave the density suffers more than the energy. From $E_h=\frac12k^2[1+C_p(kh)^{2p}]$,

$$\frac{dE_h}{dk}=k[1+(p+1)C_p(kh)^{2p}],\qquad \frac{\rho_h}{\rho}-1\simeq-(p+1)C_p(kh)^{2p}.$$

For cubic splines, $h=0.25$ bohr and $k=1.4137$ bohr$^{-1}$, one has $C_3=3.307\times10^{-5}$ and $kh=0.3534$. The predicted energy and density errors are $6.4\times10^{-8}$ and $-2.6\times10^{-7}$. A free box gives $6.9\times10^{-8}$ and $-2.8\times10^{-7}$.

**Bound and distorted waves.** Let $u_h=u+e$ be the normalized spline state. Because $(H-E)u=0$, $E_h-E=\langle e|H-E|e\rangle$. The error varies on the scale $h$, so its kinetic energy dominates. Applying (5) to each Fourier component of a smooth $u$ and summing gives, apart from edge cells,

$$\delta E\simeq\tfrac12C_ph^{2p}\int_0^R\left(u^{(p+1)}\right)^2dr .$$

The edge cells matter when the derivatives are largest at the nucleus: for the 1s orbital with cubic splines the actual shift is 0.64, 0.78 and 0.88 of this estimate at $h=0.5$, 0.25 and 0.125 bohr. For the hydrogen $p$ level at 0.946 hartree, again with cubic splines and $h=0.25$ bohr, this predicts $7.5\times10^{-8}$ hartree against $8.0\times10^{-8}$ computed, taking degree 7 with the same $R$ and $h$ as the reference. The integral includes the faster local oscillation in the Coulomb field, which the asymptotic $k$ misses: here it is about 1.45 times $k^8$. The local wave number approaches $k$ only as $1/r$, so the excess is not confined to the nucleus; about half of it comes from beyond 5 bohr.

**The dipole.** Let $g=ru_{1s}$, and let $w$ solve $(H-E)w=g-u\langle u|g\rangle$ with the same wall conditions. Then

$$\langle g|e\rangle=\langle u|g\rangle\langle u|e\rangle+\langle w|H-E|e\rangle .$$

Equal norms give $\langle u|e\rangle=-\frac12\langle e|e\rangle$, of order $h^{2p+2}$. For any spline $v$, the projected equation gives $\langle v|H-E|e\rangle=(E_h-E)\langle v|u_h\rangle$, of order $h^{2p}$. The remainder $\langle w-v|H-E|e\rangle$ is a product of two approximation errors, each of order $h^p$ in its derivative. The dipole error is therefore of order $h^{2p}$. The same argument applies to the initial orbital, so $\sigma$ has this order too. It assumes smooth radial functions and level shifts small compared with level spacings.

With $R=40$ bohr held fixed, and with degree 7, $h=0.25$ bohr as the reference level by level, the largest relative knot errors in $\sigma$ between 0.1 and 1 hartree are $6.7\times10^{-5}$, $1.05\times10^{-6}$ and $1.7\times10^{-8}$ for cubic splines with $h=0.5$, 0.25 and 0.125 bohr. The last halving gives order 5.92, against the expected 6. Degree 7 with $h=1$ bohr already gives $1.2\times10^{-7}$. These comparisons use the central rule on both sides, so they do not measure its error.

## Using the settings together

For a relative density tolerance $\epsilon$, a first spacing for the highest wave number $k_{\max}$ is

$$h\lesssim\frac1{k_{\max}}\left[\frac{\epsilon}{(p+1)C_p}\right]^{1/(2p)} .$$

This rule inherits the small-$kh$ assumption of (5). Expanding the $m=\pm1$ terms of numerator and denominator one order further multiplies (5) by about $1+[p(2p+1)-1](kh/2\pi)^2$; for the density error the coefficient is larger by $(p+2)/(p+1)$. The rule is therefore too generous when the degree is high. For hydrogen levels between 0.1 and 1 hartree at $R=40$ bohr, with $\epsilon=10^{-6}$ and $k_{\max}=\sqrt2$ bohr$^{-1}$, it suggests $h\approx0.31$ bohr for $p=3$, where the largest density error is $1.3\times10^{-6}$, but $h\approx1.36$ bohr for $p=7$, where the slightly finer $h=4/3$ bohr already gives $8\times10^{-5}$. At such $kh$ even the corrected form fails: for $p=7$, $h=4/3$ bohr and $k=1.375$ bohr$^{-1}$ it raises the free-wave density error by a factor of about 11, while the full sums over $m$ raise it by about 69. Take a smaller $h$ whenever the correction is not small.

Choose $R$ for the initial orbital, the wanted level spacing and the error (4), and use the central rule. Then reduce $h$ at fixed $R$, comparing levels of the same number. Separately enlarge $R$ at fixed $h$, comparing cross sections at the same energy, because level numbers move with the box. Agreement under one change says nothing about the other.

The central rule needs a smooth sequence from one channel. If a resonance is narrower than the level spacing, the phase changes rapidly between neighbours and the Taylor expansion fails. If two uncoupled channels are listed together, their levels interleave. The mean gap then reflects the sum of the two densities, not the single-channel density needed in (2), and the estimates at individual levels can scatter widely; separate the lists first. Coupled open channels lie outside this guide: the derivation of (2) used a single outer amplitude and a single phase.

## Calculated quantities

```
Worked case: R = 40 bohr, h = 0.5 bohr, degree = 7
1s energy = -0.5000000000 hartree
level number n = 10
E(n-1) = 0.18437143 hartree
E(n)   = 0.24365355 hartree
E(n+1) = 0.30933212 hartree
central density = 16.005033 per hartree
box dipole |D| = 0.25867263 bohr
photon energy = 0.74365355 hartree
photon energy = 20.2358 eV
prefactor 4 pi^2 alpha a0^2/3 = 2.689095 Mb
box cross section = 2.141580 Mb
reference cross section = 2.141297 Mb
oscillator-strength sum = 1.0000000000
Spectrum: E/hartree, box sigma/Mb, reference sigma/Mb
  0.085267  4.131816  4.128908
  0.459720  1.046868  1.046823
  0.945673  0.321318  0.321315
Relative errors near E = 0.25 hartree
R/bohr, E/hartree, L/bohr, exact-density error
  then forward: measured, predicted; central: measured, predicted
  40  0.243654  35.0954  -4.3e-12
    -0.04857  -0.05117;  1.323e-04  1.312e-04
  80  0.237945  73.6566  -5.6e-12
    -0.02610  -0.02682;  2.412e-05  2.407e-05
  160  0.254121  152.6537  -4.3e-12
    -0.01313  -0.01331;  3.344e-06  3.342e-06
Lowest positive level: R/bohr, E/hartree, central relative error
  40  0.013028  3.565e-03
  80  0.001322  3.189e-03
  160  0.002855  1.250e-03
1s shift at R = 10 bohr: 7.3672e-07 hartree
  predicted: 7.4202e-07 hartree
Cubic splines: h/bohr, largest relative sigma error, 0.1-1 hartree
  0.500  6.673e-05
  0.250  1.050e-06
  0.125  1.739e-08
observed order from the last two spacings = 5.916
degree 7, h = 1 bohr: largest relative error = 1.167e-07
cubic, h = 0.25 bohr, level at 0.945673 hartree:
  energy error = 7.9787e-08 hartree
  predicted energy error = 7.4765e-08 hartree
Free box, cubic, h = 0.25 bohr, k = 1.413717 per bohr, C = 3.30688e-05
  relative energy error 6.8516e-08, predicted 6.4451e-08
  relative density error -2.8454e-07, predicted -2.5781e-07
```
